\section*{Photovoltage, photocurrent and impedance of an illuminated electrode at one operating point}

\section{A case that can be seen through}

Take an electrode that behaves as a conductance $G$, a capacitance $C$ and a light-driven current source, all in parallel:
\begin{equation}
j=GV+C\frac{dV}{dt}+aI .
\end{equation}
Here $V$ is the potential of the electrode minus that of the reference electrode, and $j$ is the current density, positive when anodic. The light $I$ is the absorbed photon flux times the elementary charge, so $a$ is a pure number. With these signs a passive resistor has positive resistance.

Modulate the light by a small amount $\delta I\,e^{i\omega t}$. If $V$ is held fixed, the first two terms do not change and $\delta j=a\,\delta I$. If $j$ is held fixed, the voltage must move until the passive branches absorb the extra photocurrent:
\begin{equation}
0=(G+i\omega C)\,\delta V+a\,\delta I
\quad\Rightarrow\quad
\frac{\delta V}{\delta I}=-\frac{1}{G+i\omega C}\,a .
\end{equation}
The fraction is the impedance and $a$ is the photocurrent response. The minus sign says that the voltage change must cancel the current that light would have added. The photocurrent response is flat in frequency, whereas the photovoltage response falls off with the time constant $C/G$. A time constant thus appears in one measurement and not in the other, although both probe one device.

\section{The general identity}

Let the electrode rest in a steady state $(V,I,j)$. Define three responses there:
\begin{equation}
H=\left.\frac{\delta j}{\delta I}\right|_{\delta V=0},\qquad
W=\left.\frac{\delta V}{\delta I}\right|_{\delta j=0},\qquad
Z=\left.\frac{\delta V}{\delta j}\right|_{\delta I=0}.
\end{equation}
They are the intensity-modulated photocurrent, the intensity-modulated photovoltage and the impedance. For small signals about a state that does not drift, each frequency responds separately, and the two inputs $\delta V$ and $\delta I$ superpose:
\begin{equation}
\delta j=Y\,\delta V+H\,\delta I .
\label{lin}
\end{equation}
Setting $\delta I=0$ shows that $Y=1/Z$. Setting $\delta j=0$ gives $Y\,\delta V=-H\,\delta I$, and division by $Y\,\delta I$ yields
\begin{equation}
\boxed{W(\omega)=-Z(\omega)\,H(\omega)} .
\label{id}
\end{equation}

The conditions are those used on the way. Signals are small. All three responses belong to the same $V$, $I$ and $j$, the same terminals and the same total current, including displacement current. $Y$ is finite and nonzero at the frequency in question. To be measurable, the state must also be stable both at controlled voltage and at controlled current. The light must have the same spectrum and direction in the two optical experiments. Its absolute calibration cancels from $W/H$, because a common scale factor multiplies both.

If the current in $H$ is counted opposite to $j$ while $W$ and $Z$ keep their signs, $H$ changes sign and the minus in \eqref{id} disappears. This is the usual case for a photocathode or a solar cell whose delivered photocurrent is counted positive. For a photoanode the delivered photocurrent is already anodic, so $H>0$ and $W<0$ at low frequency, and the minus stays unless the photovoltage is counted with reversed sign.

At zero frequency the responses are slopes of the steady-state surface $j(V,I)$, and \eqref{id} becomes
\begin{equation}
\left(\frac{\partial V}{\partial I}\right)_{j}
\left(\frac{\partial I}{\partial j}\right)_{V}
\left(\frac{\partial j}{\partial V}\right)_{I}=-1 ,
\end{equation}
provided that the slopes exist and do not vanish.

\section{The same result from internal states}

Let a column $x$ collect the small changes of all internal variables, such as stored charges. With a matrix $A$, columns $b$ and $g$, a row $c$ and numbers $R$ and $d$,
\begin{equation}
\dot x=Ax+b\,\delta j+g\,\delta I,\qquad
\delta V=cx+R\,\delta j+d\,\delta I .
\end{equation}
The term $d$ allows light to change the voltage directly. At frequency $\omega$ put $M=i\omega-A$, so that $x=M^{-1}(b\,\delta j+g\,\delta I)$. Insertion into the voltage gives
\begin{equation}
\delta V=\underbrace{(R+cM^{-1}b)}_{Z}\,\delta j+
\underbrace{(d+cM^{-1}g)}_{W}\,\delta I .
\end{equation}
At fixed voltage the left side vanishes, so $H=\delta j/\delta I=-W/Z$. The number of internal states does not matter.

This form also locates the time constants. For $R>0$, fixing $V$ forces $\delta j=-(cx+d\,\delta I)/R$, which replaces $A$ by $A_V=A-bc/R$. Then
\begin{equation}
\det(i\omega-A_V)=\det M\,\det\!\left(1+\frac{M^{-1}bc}{R}\right)
=\det M\left(1+\frac{cM^{-1}b}{R}\right).
\end{equation}
The last step holds because $1+uc$, with $u$ a column, leaves every vector with $cy=0$ unchanged and multiplies $u$ by $1+cu$; the case $cu=0$ follows by continuity. The last bracket is $Z/R$, hence
\begin{equation}
Z=R\,\frac{\det(i\omega-A_V)}{\det(i\omega-A)} .
\label{det}
\end{equation}
Write $W=P/\det(i\omega-A)$ with a polynomial $P$. Then $H=-P/[R\det(i\omega-A_V)]$. Barring cancellations, photovoltage relaxes with the rates of the current-controlled system and photocurrent with those of the voltage-controlled system.

\section{A photoanode model}

Consider an n-type semiconductor that dissolves anodically by means of holes. The algebra uses atomic units, $e=1$, so that potentials are energies per elementary charge and $v_T=k_BT$. The band bending is $U$, the donor density $N$ and the permittivity $\varepsilon$.

In the depletion layer the charge density at local band bending $\phi$ is $N(1-e^{-\phi/v_T})$, and Poisson's equation reads $\varepsilon\phi''=N(1-e^{-\phi/v_T})$. Multiplying by $\phi'$ and integrating from the neutral bulk gives $\varepsilon\phi'^2/2=N(\phi-v_T+v_Te^{-\phi/v_T})$. The surface field times $\varepsilon$ is the space charge:
\begin{equation}
Q=\sqrt{2\varepsilon N\,(U-v_T+v_Te^{-U/v_T})},\qquad
C_{\rm sc}=\frac{dQ}{dU}.
\end{equation}
Let $\sigma$ be the charge of holes held at the surface. The light is assumed to be absorbed so close to the surface that each photon delivers one hole there without delay; weakly absorbed infrared light would need a further collection factor. The Helmholtz layer carries $U_H=(Q+\sigma)/C_H$. Surface holes recombine with electrons at the rate $r$ or transfer to the reaction at the rate $t$:
\begin{equation}
r=k_nNe^{-U/v_T}\sigma,\qquad t=k_0e^{\beta U_H/v_T}\sigma .
\end{equation}
Each transferred hole leads to injection of $m-1$ electrons into the conduction band, so it carries a total charge $m$. The balances are
\begin{align}
\dot\sigma&=I-r-t,\\
\dot Q&=j-I+r-(m-1)t .
\end{align}
In the second line the outer current removes electrons and raises $Q$; holes leaving for the surface lower it; recombination consumes electrons and raises it; injected electrons lower it. The sum is charge conservation,
\begin{equation}
\frac{d}{dt}(Q+\sigma)=j-mt ,
\label{sum}
\end{equation}
where the $t$ in the derivative is time and that on the right is the transfer rate. The terminal voltage, counted from flat band without surface charge, is $V=U+U_H+Rj$. In the steady state $j=mt$ and $r=I-j/m$.

\section{Approximate spectra of the model}

Linearize, with $g_r=r/v_T$ and $\kappa=\beta\sigma/(C_Hv_T)$. To leading order, drop $\delta Q$ from the change $\delta Q+\delta\sigma$ of the total interface charge. At fixed current $\delta\sigma$ is itself no larger than $\delta Q=C_{\rm sc}\delta U$, but the resulting error in the voltage is only of relative order $C_{\rm sc}/C_H$ and $C_{\rm sc}v_T/\sigma$. Both ratios must be small, and $t$ must not greatly exceed $r$. Then $\delta U_H=\delta\sigma/C_H$ and
\begin{equation}
\delta r=-g_r\delta U+\frac{r}{\sigma}\delta\sigma,\qquad
\delta t=\frac{t}{\sigma}(1+\kappa)\,\delta\sigma\equiv\frac{\delta\sigma}{m\tau_s} .
\end{equation}
Equation \eqref{sum} and the balance for $Q$ become
\begin{align}
(i\omega+1/\tau_s)\,\delta\sigma&=\delta j,\label{slow}\\
(g_r+i\omega C_{\rm sc})\,\delta U&=\delta j-\delta I+B\,\delta\sigma,
\quad B=\frac r\sigma-\frac{m-1}{m\tau_s}.
\end{align}
At fixed current \eqref{slow} gives $\delta\sigma=0$, and therefore
\begin{equation}
W\simeq-\frac{1}{g_r+i\omega C_{\rm sc}} .
\label{W}
\end{equation}
Light at fixed current modulates the band bending but hardly the stored surface holes. At steady light $\delta\sigma$ follows $\delta j$, and $\delta V=\delta U+\delta\sigma/C_H+R\,\delta j$ yields
\begin{equation}
Z\simeq R+\frac{1+B/(i\omega+1/\tau_s)}{g_r+i\omega C_{\rm sc}}
+\frac{1}{C_H(i\omega+1/\tau_s)} .
\label{Z}
\end{equation}
The photocurrent follows from $H=-W/Z$. There are two limits:
\begin{equation}
W(0)\simeq-\frac{v_T}{r}=-\frac{v_T}{I-j/m},\qquad
H\simeq\frac{1}{1+R(g_r+i\omega C_{\rm sc})} .
\label{lim}
\end{equation}
The second holds for frequencies high enough that the $B$ and $C_H$ terms in \eqref{Z} are negligible. Surface holes then no longer follow, and the series resistance governs the loss of photocurrent.

\section{Numbers for a germanium photoanode}

The example has $N=10^{16}\,\mathrm{cm^{-3}}$, relative permittivity 16, $C_H=10\,\mu\mathrm{F/cm^2}$, $R=5\,\Omega\,\mathrm{cm^2}$, $k_n=10^{-9}\,\mathrm{cm^3/s}$, $k_0=2000\,\mathrm{s^{-1}}$, $\beta=0.5$ and $m=1.5$. At 298 K, $v_T=25.69$ mV. The operating point is $V=0.230$ V and $I=1.000\,\mathrm{mA/cm^2}$, which gives $j=0.7195\,\mathrm{mA/cm^2}$.

Hole transfer takes $0.7195/1.5=0.4797\,\mathrm{mA/cm^2}$, leaving $r=0.5203\,\mathrm{mA/cm^2}$. Equation \eqref{lim} gives $W(0)\simeq-25.69/0.5203=-49.4\,\Omega\,\mathrm{cm^2}$; the full model gives $-49.5$.

The surface holds $1.03\times10^{12}$ holes per $\mathrm{cm^2}$, or $\sigma=1.646\times10^{-7}\,\mathrm{C/cm^2}$. Thus $\sigma/C_H=16.5$ mV and $\kappa=0.5\times16.5/25.69=0.32$. With $t/\sigma=2914\,\mathrm{s^{-1}}$, $1/\tau_s=1.5\times2914\times1.32=5770\,\mathrm{s^{-1}}$, so $\tau_s=173\,\mu$s. Further, $r/\sigma=3160\,\mathrm{s^{-1}}$ and $B=3160-5770/3=1240\,\mathrm{s^{-1}}$. The three terms of \eqref{Z} at zero frequency are
\begin{equation}
Z(0)\simeq5+49.4\,(1+0.21)+17.3\simeq82\,\Omega\,\mathrm{cm^2},
\end{equation}
against 82.5 from the full model. The neglected ratios are $C_{\rm sc}/C_H=0.8\%$ and $C_{\rm sc}v_T/\sigma=1.2\%$, with $C_{\rm sc}=0.0791\,\mu\mathrm{F/cm^2}$.

To test \eqref{id}, the nonlinear balances were solved for their periodic states separately for modulated light at fixed voltage, modulated light at fixed current, and modulated voltage at steady light. At 1 kHz the moduli and phases are
\begin{align}
H&:\ 0.718,\quad 11.4^\circ,\nonumber\\
Z&:\ 68.6\,\Omega\,\mathrm{cm^2},\quad -13.0^\circ,\\
W&:\ 49.2\,\Omega\,\mathrm{cm^2},\quad 178.3^\circ .\nonumber
\end{align}
The product of moduli is $0.718\times68.6=49.3$, and the phases add to $11.4-13.0+180=178.4^\circ$, where $180^\circ$ is the minus sign; both agree with $W$ within rounding. Over five frequencies from 10 Hz to 100 kHz the largest mismatch, relative to $W$, is $9\times10^{-7}$. In atomic units $|W|$ at 1 kHz is $4.28\times10^{14}\,\hbar a_0^2/e^2$.

The current-controlled time constants are 3.88 and 174 $\mu$s; the voltage-controlled ones are 0.357 and 115 $\mu$s. Equation \eqref{det} at zero frequency links them to the impedance:
\begin{equation}
Z(0)=5\times\frac{3.8782\times173.94}{0.3566\times114.69}=82.5\,\Omega\,\mathrm{cm^2}.
\end{equation}
From 10 Hz to 10 kHz $|H|$ rises from 0.60 to 0.90, while $|W|$ falls by only 4\%. The slow surface-hole relaxation is visible in $H$ and $Z$ but nearly absent from $W$, as \eqref{W} predicts. The fast photovoltage time is $C_{\rm sc}v_T/r=3.9\,\mu$s. At 100 kHz \eqref{lim} gives $|H|=1/|1.101+0.248i|=0.886$, against 0.880 in the full model.

\section{How the identity is lost}

\textbf{Different operating points.} If $H$ is taken at a voltage 50 mV higher, with the light unchanged, $-ZH$ at 100 Hz misses $W$ by 89\% of $|W|$. Combining an open-circuit photovoltage with a short-circuit photocurrent likewise has no support from \eqref{id}.

\textbf{Series resistance corrected on one side.} Let $V_i=V-Rj$. At fixed current $\delta V_i=\delta V$, so $W$ is unchanged, while $Z_i=Z-R$. The identity for $V_i$ reads
\begin{equation}
H_i=-\frac{W}{Z-R},
\end{equation}
where $H_i$ is measured at fixed $V_i$. Keeping the uncorrected $H$ gives $-(Z-R)H/W=1-R/Z$, a relative error $|R/Z|=5/21.16=24\%$ at 100 kHz. There $|H|=0.880$ but $|H_i|=0.992$. Either leave both quantities uncorrected or correct both.

\textbf{Large modulation.} At fixed current and low frequency, $r$ follows the light and $\delta U\simeq-v_T\ln(1+\epsilon\cos\omega t)$, with $\epsilon=\delta I/r$. Expand the logarithm to third order. Since $\cos^3\theta$ contains $\tfrac34\cos\theta$, the fundamental is $\epsilon+\epsilon^3/4$, and $W$ is too large by the fraction $\epsilon^2/4$. For 5\% light depth $\epsilon=0.05/0.5203=0.096$, which predicts 0.23\%; the nonlinear solution at 100 Hz gives 0.23\%, and 0.94\% for 10\% depth. The error relevant here is set by $\delta I/r$, not by $\delta I/I$.

\section{The model beside a real electrode}

Germanium does dissolve anodically with the help of holes, but the surface rate constants, $\beta$ and $m$ are round model choices, not a fit. The value of $m$ matters: at the same $I$ and $j$, $m=2$ would give $r=0.640\,\mathrm{mA/cm^2}$ and $W(0)\simeq-40\,\Omega\,\mathrm{cm^2}$, 19\% smaller in size. For an intrinsic density of $2\times10^{13}\,\mathrm{cm^{-3}}$ and a hole lifetime of 0.1 ms, the neglected thermal supply of holes by diffusion from the bulk is about 0.5\% of the photon current (a shorter lifetime gives more); at fixed $j$ it would raise $r$, and lower $|W(0)|$, by about 0.9\%. Equilibrium free holes at the surface reach 1.3\% of the donor density; the surface electron density, $n_s=Ne^{-U/v_T}\approx3\times10^{12}\,\mathrm{cm^{-3}}$, lies below the intrinsic density. The one-way rates of the model are a larger idealization than the bulk supply. For a single surface level, detailed balance makes the product of the ratios (hole release)/(hole capture) and (electron emission)/(electron capture) equal to $1/S$, where $S=n_sp_s/n_i^2$ is the free-hole density at the surface relative to equilibrium. Electron emission is then at least $1/S$ of electron capture, so neglecting it requires $S\gg1$. But holes then diffuse back into the bulk at $S-1$ times the thermal supply, $0.0045\,\mathrm{mA/cm^2}$. The two neglected rates balance near $S\approx11$, where each is about 9\% of $r$ and free holes reach about 14\% of the donor density. For germanium at this operating point the omitted hole and electron pathways therefore amount to roughly a tenth of $r$ or more. The peak field is 0.02 MV/cm against a rough breakdown field of 0.1 MV/cm. These effects change the spectra, not the identity. So would a spread of surface-state energies, whose size is not estimated here.

On a real electrode the operating point may not stay fixed, because the surface dissolves during the measurement. If four charges dissolve one atom, the surface recedes at 0.25 nm/s: 0.025 nm during a 10 Hz cycle, but about 150 nm in ten minutes, close to the 179 nm depletion width. If this changes the surface, spectra taken one after another belong to different states. Repeating the first spectrum at the end reveals a lasting drift. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 298.15 K; thermal voltage 25.69 mV
donors 1.0e+16 cm^-3; relative permittivity 16.0
Helmholtz capacitance 10.0 uF/cm2; series resistance 5.0 ohm cm2
capture coefficient 1.0e-09 cm3/s; transfer rate k0 2.0e+03 1/s
transfer coefficient 0.50; charge per captured hole 1.50 e
set voltage from flat band 0.230 V; photon current 1.000 mA/cm2
band bending 0.20707 V; Helmholtz voltage 0.01933 V
surface-hole density 1.0275e+12 cm^-2; anodic current 0.71948 mA/cm2
recombination current 0.52035 mA/cm2; hole transfer 0.47965 mA/cm2
space-charge capacitance 0.07907 uF/cm2; depletion width 179.1 nm
spectra: f (Hz); H modulus, phase (deg); Z and W modulus (ohm cm2), phase (deg)
f 10: H 0.60051, 0.21; Z 82.4682, -0.23; W 49.5232, 179.98
f 100: H 0.60244, 2.04; Z 82.1951, -2.24; W 49.5175, 179.80
f 1000: H 0.71792, 11.36; Z 68.6001, -13.03; W 49.2492, 178.33
f 10000: H 0.89699, 1.34; Z 53.1276, -15.08; W 47.6550, 166.25
f 100000: H 0.88010, -12.36; Z 21.1570, -55.33; W 18.6203, 112.31
1 kHz W simulated: -49.22820 +1.43754 i ohm cm2
1 kHz -Z H       : -49.22816 +1.43754 i ohm cm2
1 kHz |W| in atomic units: 4.2810e+14 hbar a0^2/e^2
largest relative mismatch of identity: 8.8e-07
relative difference of W from time integration, 1 kHz: 9.2e-05
relative shift, 17 to 33 time points: 1.3e-12
static H 0.60049; static Z 82.4710 ohm cm2
static W -49.5233 ohm cm2; simple formula -49.3759 ohm cm2
static triple product: -1.0000001
fixed-current time constants: 3.8782 and 173.942 us
fixed-voltage time constants: 0.3566 and 114.685 us
error, H taken 50 mV higher, 100 Hz: 89.40 %
error, only Z resistance-corrected, 100 kHz: 23.63 %
H at 100 kHz: terminal 0.88010; ideally corrected 0.99209
error of W at 5 and 10 % light depth: 0.2319 and 0.9408 %
dark hole current / photon current: 0.453 %
uncollected light fraction: 6.4e-06; hole transit 2.99 ps
equilibrium surface holes / donors: 1.266 %
donors / band density of states: 1.0e-03
peak field 0.0203 MV/cm; rough breakdown field 0.10 MV/cm
tunnelling energy / thermal energy: 0.0639
filled surface sites: 0.165 %; etch rate 0.2545 nm/s
etched depth in one 10 Hz cycle: 0.0254 nm
dissolved product at surface: 0.932 mmol/L
change of static Z for 1 K warming: -0.16 %
\end{verbatim}
